# Gate-screened Coulomb interaction in a plane: one and two metal gates

## Definitions and conventions

Charges move in the plane $z=0$. A metal gate is a flat, infinite, grounded conductor parallel to this plane. Two arrangements are treated: one gate at $z=-d$, and two gates at $z=\pm d$. Everything between and above the gates is vacuum, all charges are static, and the layer that holds the charges has no polarizability of its own.

Let $\phi(\mathbf r,z)$ be the potential of a unit charge at the origin, with $\mathbf r$ the position in the plane. It obeys

$$\left(\nabla_{\mathbf r}^2+\partial_z^2\right)\phi=-4\pi\,\delta(\mathbf r)\,\delta(z),\qquad \phi=0\ \text{on every gate},$$

and it vanishes at infinity. The interaction kernel is $V(r)=\phi(\mathbf r,0)$. Two charges $Q_1e$ and $Q_2e$ at distance $r$ have the interaction energy $Q_1Q_2\,e^2V(r)$. In Rydberg atomic units lengths are in bohr, energies in Ry, and $e^2=2$ Ry bohr. The kernel $V$ does not contain $e^2$, so energies carry an extra factor 2.

Fourier transforms in the plane are

$$V(q)=\int d^2r\,e^{-i\mathbf q\cdot\mathbf r}\,V(r),\qquad V(r)=\int\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}\,V(q).$$

The results to be derived, with index 1 or 2 for the number of gates, are

$$V_1(q)=\frac{2\pi}{q}\left(1-e^{-2qd}\right),\qquad V_2(q)=\frac{2\pi}{q}\tanh(qd),$$

and, for $r\gg d$,

$$V_1(r)\simeq\frac{2d^2}{r^3},\qquad V_2(r)\simeq\frac{2\,e^{-\pi r/2d}}{\sqrt{rd}}.$$

## First derivation: image charges

**A free charge.** Without gates, the in-plane transform of Poisson's equation is

$$\phi_q''(z)-q^2\phi_q(z)=-4\pi\,\delta(z).$$

Away from $z=0$ the solutions are $e^{\pm qz}$, and decay on both sides leaves $\phi_q=Ae^{-q|z|}$. Integrating the equation across $z=0$ gives the slope jump $\phi_q'(0^+)-\phi_q'(0^-)=-4\pi$. The left side is $-2qA$, so $A=2\pi/q$. Hence

$$\frac{1}{\sqrt{r^2+z^2}}\ \longleftrightarrow\ \frac{2\pi}{q}\,e^{-q|z|}. \tag{1}$$

**One gate.** Place a charge $-1$ at $z=-2d$, the mirror point of the origin:

$$\phi=\frac{1}{\sqrt{r^2+z^2}}-\frac{1}{\sqrt{r^2+(z+2d)^2}}.$$

At $z=-d$ both roots equal $\sqrt{r^2+d^2}$, so the gate is at zero potential. The image lies outside the physical region $z>-d$ and adds no source there. The solution is unique: the difference of two solutions has no source and vanishes on the gate and at infinity, and a harmonic function takes its largest and smallest values on the boundary, so the difference is zero. Setting $z=0$ and using (1),

$$V_1(r)=\frac1r-\frac{1}{\sqrt{r^2+4d^2}},\qquad V_1(q)=\frac{2\pi}{q}-\frac{2\pi}{q}e^{-2qd}. \tag{2}$$

**Two gates.** The image that grounds one gate disturbs the other, so it needs an image in turn. Repeated reflection produces charges $(-1)^n$ at $z=2nd$ for all integers $n$:

$$\phi=\lim_{N\to\infty}\sum_{n=-N}^{N}\frac{(-1)^n}{\sqrt{r^2+(z-2nd)^2}}. \tag{3}$$

Only $n=0$ lies between the gates. Reflection in the gate $z=d$ sends $2nd$ to $2d-2nd=2(1-n)d$. The charge there is $(-1)^{1-n}=-(-1)^n$, so the two contributions cancel on the gate. In the finite sum only $n=-N$ lacks its partner, and it leaves $(-1)^N/\sqrt{r^2+(2N+1)^2d^2}$, which tends to zero. The other gate follows from the symmetry $z\to-z$.

The order of summation matters because the magnitudes fall only as $1/|n|$. Taken separately, the images above and below form alternating series with decreasing terms. Each such series is bounded by its first term, hence by $1/r$, so $|\phi|\le3/r$ between the gates. The potential therefore vanishes at large $r$, and the uniqueness argument applies again.

At $z=0$ the terms $n$ and $-n$ are equal, which gives

$$V_2(r)=\frac1r+2\sum_{n=1}^{\infty}\frac{(-1)^n}{\sqrt{r^2+4n^2d^2}}. \tag{4}$$

The remainder after $N$ pairs is at most $1/[(N+1)d]$ for every $r$. On an infinite plane a uniform bound does not by itself control the transform at a single $\mathbf q$, so average over $\mathbf q$ with any smooth, rapidly decaying weight. By Parseval's relation, this average of the remainder's transform equals the integral of the remainder against the transform of the weight. That transform is absolutely integrable, so the average is at most a constant times $1/[(N+1)d]$ and tends to zero. The transforms of the partial sums follow from (1). They are bounded by $6\pi/q$, which is integrable near $q=0$ in the plane, and they converge at every $q>0$. Their limit is therefore $V_2(q)$, and the sum may be transformed term by term. With $x=e^{-2qd}<1$ for $q>0$, equation (1) gives

$$V_2(q)=\frac{2\pi}{q}\left[1+2\sum_{n=1}^{\infty}(-x)^n\right]
=\frac{2\pi}{q}\left[1-\frac{2x}{1+x}\right]
=\frac{2\pi}{q}\,\frac{1-x}{1+x}.$$

Multiplying numerator and denominator by $e^{qd}$ turns the fraction into $(e^{qd}-e^{-qd})/(e^{qd}+e^{-qd})=\tanh(qd)$.

**The one-gate tail.** For $r>2d$ expand the second term of $V_1(r)$ in $s=4d^2/r^2$, using $(1+s)^{-1/2}=1-s/2+3s^2/8-\dots$:

$$V_1(r)=\frac1r\left(\frac s2-\frac{3s^2}{8}+\dots\right)=\frac{2d^2}{r^3}\left(1-\frac{3d^2}{r^2}+\dots\right). \tag{5}$$

The charge and its image form a dipole of moment $2d$ centred on the gate. A second charge in the layer sits at height $d$ above that centre, so the dipole potential is $2d\cdot d/r^3$, the leading term.

The same tail can be read from small $q$:

$$V_1(q)=4\pi d-4\pi d^2q+\dots$$

Here $q=\sqrt{q_x^2+q_y^2}$ is not smooth at the origin. To find what it represents, differentiate (1) twice with respect to $z$ and let $z\to0$. The right side becomes $2\pi q$. The left side is $-(r^2+z^2)^{-3/2}+3z^2(r^2+z^2)^{-5/2}$, which tends to $-1/r^3$ for $r>0$. Thus $-4\pi d^2q=-2d^2\,(2\pi q)$ corresponds to $+2d^2/r^3$.

For two gates the image sum is a poor route to the tail. Its individual terms fall as $1/r$, and they cancel almost completely when $r\gg d$. The second derivation supplies a series suited to that range.

## Second derivation: the boundary-value problem

**Both transforms from one solution.** Forget the images and impose the gates as boundary conditions. Let the gates be at $z=-a$ and $z=b$, which need not be equally far away. For each $q>0$ solve $\phi_q''-q^2\phi_q=-4\pi\delta(z)$ with $\phi_q(-a)=\phi_q(b)=0$. The solutions that vanish on the gates and share the value $B$ at $z=0$ are

$$\phi_q=B\,\frac{\sinh q(b-z)}{\sinh qb}\quad(z>0),\qquad
\phi_q=B\,\frac{\sinh q(z+a)}{\sinh qa}\quad(z<0).$$

Their slopes at $z=0$ are $-qB\coth qb$ and $+qB\coth qa$. The jump condition reads $-qB(\coth qa+\coth qb)=-4\pi$, so the kernel is

$$V(q)=B=\frac{4\pi}{q\,(\coth qa+\coth qb)}. \tag{6}$$

For $a=b=d$ this is $4\pi/(2q\coth qd)=2\pi\tanh(qd)/q$. For one gate set $a=d$ and let $b\to\infty$, where $\coth qb\to1$. Since $\coth qd+1=(\cosh qd+\sinh qd)/\sinh qd=e^{qd}/\sinh qd$,

$$V(q)=\frac{4\pi}{q}\,e^{-qd}\sinh qd=\frac{2\pi}{q}\left(1-e^{-2qd}\right).$$

Both image results are recovered.

**Long and short waves.** As $q\to0$, $V_1\to4\pi d$ and $V_2\to2\pi d$. These are the capacitor values: a uniform sheet of unit charge density at distance $d$ from one gate has potential $4\pi d$, and with two gates the field lines divide equally, which halves it. For $qd\gg1$ both kernels approach the bare $2\pi/q$. The relative deficits are $e^{-2qd}$ for one gate and $1-\tanh qd=2e^{-2qd}/(1+e^{-2qd})\approx2e^{-2qd}$ for two. A short-wave charge pattern has a field that dies out before it reaches the metal.

**The two-gate potential in real space.** Between gates at $\pm d$, expand the even function $\phi_q(z)$ in the even standing waves that vanish on both gates:

$$\phi_q(z)=\sum_{k=0}^{\infty}c_k\cos\kappa_kz,\qquad \kappa_k=\frac{(2k+1)\pi}{2d},\qquad \int_{-d}^{d}\cos^2(\kappa_kz)\,dz=d.$$

Multiply Poisson's equation by $\cos\kappa_kz$ and integrate over the gap. Two integrations by parts move the second derivative onto the cosine. The boundary terms vanish because both functions are zero on the gates. What remains is $-(\kappa_k^2+q^2)\,d\,c_k=-4\pi$, and at $z=0$

$$V_2(q)=\frac{4\pi}{d}\sum_{k=0}^{\infty}\frac{1}{q^2+\kappa_k^2}. \tag{7}$$

To return to real space, write $1/(q^2+\kappa^2)=\int_0^\infty dt\,e^{-t(q^2+\kappa^2)}$. The Gaussian integral over $\mathbf q$ gives

$$\int\frac{d^2q}{(2\pi)^2}\,\frac{e^{i\mathbf q\cdot\mathbf r}}{q^2+\kappa^2}
=\int_0^\infty\frac{dt}{4\pi t}\,e^{-\kappa^2t-r^2/4t}.$$

Substitute $t=(r/2\kappa)e^u$. Then $dt/t=du$, and the exponent becomes $-\tfrac12\kappa r(e^u+e^{-u})=-\kappa r\cosh u$. With the modified Bessel function $K_0(x)=\int_0^\infty e^{-x\cosh u}du$, the integral over all $u$ is $2K_0(\kappa r)$, so the result is $K_0(\kappa r)/2\pi$. Therefore

$$V_2(r)=\frac2d\sum_{k=0}^{\infty}K_0(\kappa_kr). \tag{8}$$

**The two-gate tail.** For large $x$ put $w=2\sinh(u/2)$. Then $\cosh u=1+w^2/2$ and $du=dw/\sqrt{1+w^2/4}$, so

$$K_0(x)=e^{-x}\int_0^\infty\frac{e^{-xw^2/2}}{\sqrt{1+w^2/4}}\,dw
\simeq e^{-x}\int_0^\infty e^{-xw^2/2}\left(1-\frac{w^2}{8}\right)dw.$$

The Gaussian integral is $\sqrt{\pi/2x}$, and the Gaussian average of $w^2$ is $1/x$. Hence $K_0(x)\simeq\sqrt{\pi/2x}\;e^{-x}(1-1/8x)$. In (8) the term $k=1$ is smaller than $k=0$ by a factor of order $e^{-\pi r/d}$. Keeping $k=0$ with $x=\pi r/2d$, where $\sqrt{\pi/2x}=\sqrt{d/r}$ and $1/8x=d/4\pi r$,

$$V_2(r)\simeq\frac{2\,e^{-\pi r/2d}}{\sqrt{rd}}\left(1-\frac{d}{4\pi r}\right). \tag{9}$$

The decay length $2d/\pi$ is set by the lowest standing wave that fits between the gates. Correspondingly, $\tanh(qd)/q$ contains only even powers of $q$ near the origin and has no term like the linear one behind the one-gate power law.

## What each derivation assumes

Both derivations assume linear electrostatics and gates that hold zero potential at every wave number. Both fail when the screening length inside the metal is not small compared with $d$, when the gates are not wide compared with both $d$ and the distances of interest, or when the charges move too fast for the gates to follow. A layer whose thickness is comparable with $d$ also needs more than a single plane. If a uniform medium of dielectric constant $\varepsilon$ fills the space, the source in Poisson's equation is divided by $\varepsilon$, and so is $V$.

The image method, as used here, relies on reflection in planes: flat boundaries, one uniform medium, and images that all fall outside the physical region. In return it gives the potential in real space without a Fourier transform. For two gates it needs a prescribed order of summation.

The boundary-value method relies on translation symmetry in the plane, which separates the wave numbers. It needs no guess about images and no conditionally convergent sum, and unequal gate distances cost no extra work, as (6) shows. Its real-space form (8) was obtained here by an expansion in standing waves. That series converges fast at large $r$. The image series shows the bare $1/r$ as a separate term and leads directly to the small-$r$ expansion (10) below, although its plain partial sums converge slowly.

A third check uses neither analytic solution. For single wave numbers, Poisson's equation was solved on a grid in $z$ with the gates entering only as boundary conditions. For one gate, the open side was closed by a distant grounded plane at $z=40d$. At $qd=0.5$, 1 and 3 it agreed with both transforms within a relative tolerance of $2\times10^{-5}$.

## Close charges and the electron–hole pair

For $r\ll d$ expand each image term:

$$\frac{1}{\sqrt{r^2+4n^2d^2}}=\frac{1}{2nd}-\frac{r^2}{16n^3d^3}+\dots$$

One gate has the single term $n=1$ with a minus sign. For two gates the sums needed in (4) are $\sum_{n\ge1}(-1)^n/n=-\ln2$ and $\sum_{n\ge1}(-1)^{n+1}/n^3=\zeta(3)-2\zeta(3)/8=\tfrac34\zeta(3)$, where $\zeta(3)=\sum_{n\ge1}1/n^3$. Thus

$$V_1\simeq\frac1r-\frac{1}{2d}+\frac{r^2}{16d^3},\qquad
V_2\simeq\frac1r-\frac{\ln2}{d}+\frac{3\zeta(3)\,r^2}{32d^3}. \tag{10}$$

The constant, called $U$, is the potential that the gates induce at the position of the unit charge itself: $U_1=-1/2d$ and $U_2=-\ln2/d$. It gives each carrier a self-energy. Because the induced potential grows in proportion to the charge, building the charge up from zero costs $\int_0^1Q\,e^2U\,dQ=\tfrac12e^2U$, half the product of final charge and final potential.

An electron and a hole, treated as fixed point charges, then have the energy

$$E(r)=-e^2V(r)+2\cdot\tfrac12e^2U=-e^2\left[V(r)-U\right].$$

For a small pair the constant cancels, and the gates change the energy only by $-e^2r^2/16d^3$ or $-3\zeta(3)e^2r^2/32d^3$. For a widely separated pair $V\to0$ and $E\to e^2U$. The cost of pulling the pair apart is $E(\infty)-E(r)=e^2V(r)$. It is reduced mainly because the separated carriers are lowered, while the small pair is nearly neutral as seen from the gates. An exciton spectrum would also need the kinetic energy, which is absent here.

## Numbers for a gate distance of 20 bohr

Take $d=20$ bohr, about 1.06 nm, as a round model parameter. The complete values are in the numerical output.

At $q=0.01$ bohr$^{-1}$, where $qd=0.2$, the bare transform $e^2V(q)$ is 1256.6 Ry bohr². One gate reduces it to 414.3 and two gates to 248.0. The long-wave limits are 502.7 and 251.3, so the one-gate value is still 18% below its limit and the two-gate value 1.3%. This is the difference between a correction linear in $q$ and one quadratic in $q$. At $q=0.20$ bohr$^{-1}$ the three values are 62.83, 62.81 and 62.79 Ry bohr², and the gates hardly matter.

In real space, at $r=40$ bohr, equation (2) gives for one gate

$$e^2V_1=2\left(\frac1{40}-\frac1{\sqrt{1600+1600}}\right)=0.01464\ \text{Ry}.$$

The interaction energies of two equal unit charges are:

| $r$ (bohr) | bare (Ry) | one gate (Ry) | two gates (Ry) |
|---|---|---|---|
| 5 | 0.400 | 0.350 | 0.331 |
| 40 | 0.0500 | 0.0146 | 0.00591 |
| 200 | 0.0100 | $1.94\times10^{-4}$ | $9.46\times10^{-9}$ |

At 40 bohr these are 0.680, 0.199 and 0.080 eV.

The tail laws become accurate at different distances. At $r=40$ bohr the full one-gate value is 0.586 of its leading tail. There $s=4d^2/r^2=1$, so expansion (5) is at the edge of its range. The two-gate value is already 0.967 of its tail. At 200 bohr the ratios are 0.9710 and 0.9923. The first corrections predict $1-3(20/200)^2=0.9700$ and $1-20/(4\pi\cdot200)=0.9920$.

For an electron–hole pair at $r=5$ bohr the bare energy is $-0.400000$ Ry. The gated energies are

$$-0.350386-0.050000=-0.400386\ \text{Ry}\quad\text{(one gate)},$$

$$-0.331381-0.069315=-0.400696\ \text{Ry}\quad\text{(two gates)}.$$

The net shifts are $-3.86\times10^{-4}$ and $-6.96\times10^{-4}$ Ry. For one gate the quadratic estimate is $-2\cdot25/(16\cdot8000)=-3.91\times10^{-4}$ Ry, and for two gates it is $-7.04\times10^{-4}$ Ry; both are about 1% too large in magnitude. The separated carriers are lowered by 0.050 and 0.069 Ry, about 130 and 100 times more than the pair. The cost of separation therefore falls from 0.400 Ry to 0.350 and 0.331 Ry.

## Calculated quantities

```
gate distance d = 20.0 bohr = 1.0584 nm
e^2 = 2.0 Ry bohr; 1 Ry = 13.605693 eV
two-gate decay length 2d/pi = 12.7324 bohr
q->0 limits of e^2 V(q), from area integrals:
  one gate 502.655, two gates 251.327 Ry bohr^2
e^2 V(q) in Ry bohr^2: q (1/bohr), bare, one gate, two gates
  0.01  1256.637  414.288  248.029
  0.05  251.327  217.314  191.409
  0.20  62.832  62.811  62.790
e^2 V(r) in Ry: r (bohr), bare, one gate, two gates
  5  0.400000  3.5039e-01  3.3138e-01
  20  0.100000  5.5279e-02  4.0074e-02
  40  0.050000  1.4645e-02  5.9083e-03
  100  0.020000  1.4305e-03  3.4204e-05
  200  0.010000  1.9419e-04  9.4579e-09
leading tails in Ry: r (bohr), one gate, two gates
  40  2.5000e-02  6.1114e-03
  100  1.6000e-03  3.4722e-05
  200  2.0000e-04  9.5312e-09
ratio full/tail: r (bohr), one gate, two gates
  40  0.58579  0.96676
  100  0.89404  0.98510
  200  0.97097  0.99231
at r = 40 bohr in eV: bare 0.68028, one gate 0.19925, two gates 0.08039
electron-hole pair at r = 5 bohr, energies in Ry:
  bare attraction -0.400000
  one gate: attraction -0.350386, two self-energies -0.050000
    total -0.400386, total minus bare -3.8611e-04
    quadratic estimate -3.9063e-04
  two gates: attraction -0.331381, two self-energies -0.069315
    total -0.400696, total minus bare -6.9555e-04
    quadratic estimate -7.0433e-04
```
